# Electron energy gain per mean free path in a copper interconnect

**Question.** A copper interconnect near room temperature carries a current density of 1 MA/cm². How much energy does the electric field give a conduction electron between two collisions, how does that energy compare with the thermal energy $k_BT$, and how does the comparison change with current, temperature and line size?

**Answer.**

## The field and the work it does

Take a steady current in copper that obeys Ohm's law with its bulk resistivity $\rho$. Rough typical values at 300 K are $\rho=1.7\ \mu\Omega\,$cm and a mean free path $\lambda=39$ nm. The field inside the metal is

$$
E=\rho J=(1.7\times10^{-6}\ \Omega\,\text{cm})(10^{6}\ \text{A/cm}^2)=1.7\ \text{V/cm}.
$$

Let $e$ be the positive elementary charge and $m$ the electron mass. The force on the electron has magnitude $eE$ and points against the field. Let $\theta$ be the angle between the electron's initial velocity and this force. After a collision the electron leaves with the Fermi speed $v_F$, and after a free time $t$ its velocity component along the force is $v_F\cos\theta+eEt/m$. The component across the force, $v_F\sin\theta$, has not changed. The change in kinetic energy is therefore

$$
\begin{aligned}
\Delta K&=\frac m2\left[\left(v_F\cos\theta+\frac{eEt}{m}\right)^2+v_F^2\sin^2\theta-v_F^2\right]\\
&=eE\,v_Ft\cos\theta+\frac{(eEt)^2}{2m}.
\end{aligned}
$$

The terms in $v_F^2$ have cancelled because $\cos^2\theta+\sin^2\theta=1$. The first term is the work done along a straight path of length $v_Ft$. The second comes from the velocity added during the flight, and its size is found below. For a path of length $\lambda$ straight along the force, the first term is

$$
W=eE\lambda=e\rho J\lambda .
$$

With $\lambda=39\times10^{-7}$ cm, the potential difference along the path is $1.7\times39\times10^{-7}$ V, so

$$
W=6.6\times10^{-6}\ \text{eV}=6.6\ \mu\text{eV}\quad(1.06\times10^{-24}\ \text{J}).
$$

At 300 K, $k_BT=25.85$ meV, which is about 3900 times larger.

This $W$ belongs to one direction and one path length. An electron that moves against the force loses the same amount to first order, and one that moves across it gains almost nothing. $W$ is the scale of the energy changes, not their average.

## Why the scattering rate drops out at fixed current

The resistivity and the mean free path are not independent. Let $n$ be the density of conduction electrons, $v_d$ their drift speed and $\tau$ their mean free time. If collisions randomize the direction of motion, they remove drift momentum at the rate $mv_d/\tau$ per electron, while the field supplies it at the rate $eE$. In the steady state the two are equal:

$$
\frac{mv_d}{\tau}=eE,\qquad v_d=\frac{eE\tau}{m}.
$$

The current density is $J=nev_d=(ne^2\tau/m)E$. Comparison with $E=\rho J$ gives $\rho=m/(ne^2\tau)$. Since $\lambda=v_F\tau$,

$$
\rho\lambda=\frac{m}{ne^2\tau}\,v_F\tau=\frac{mv_F}{ne^2}=\frac{p_F}{ne^2},
$$

where $p_F=mv_F$ is the Fermi momentum. Insertion into $W=eJ\rho\lambda$ gives

$$
W=\frac{p_FJ}{ne}=p_Fv_d .
$$

In this free-electron model, $W$ at a given current density depends on the electron density but not on how often electrons scatter. Stronger scattering raises the field and shortens the path in the same proportion. At a given field, by contrast, $W=eE\lambda$ does grow with the mean free path.

The relation also checks the input value of $\lambda$. One conduction electron per copper atom gives roughly $n=8.5\times10^{22}$ cm⁻³. Counting two spin states for each allowed wavevector inside the Fermi sphere,

$$
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
$$

so $k_F=(3\pi^2n)^{1/3}=13.6$ nm⁻¹. The corresponding Fermi speed is $v_F=1.57\times10^8$ cm/s and the Fermi energy is $E_F=7.05$ eV. The resistivity gives $\tau=24.6$ fs, hence $\lambda=v_F\tau=38.7$ nm, within 1% of the 39 nm used above. The drift speed is $v_d=J/(ne)=73$ cm/s, smaller than $v_F$ by the factor $4.7\times10^{-7}$. Because $p_Fv_F=2E_F$,

$$
W=p_Fv_d=2E_F\frac{v_d}{v_F}=2(7.05\ \text{eV})(4.7\times10^{-7})\approx6.6\ \mu\text{eV}.
$$

The neglected term in $\Delta K$ can now be sized. For $t=\tau$ and motion along the force, its ratio to the first term is $eE\tau/(2mv_F)=v_d/(2v_F)$, or about $2\times10^{-7}$. Treating the path as straight is well justified.

## The average gain is far smaller

Suppose that collisions send electrons out equally in all directions, and that free times follow the exponential law with mean $\tau$. Then

$$
\langle\cos\theta\rangle=0,\qquad \langle\cos^2\theta\rangle=\frac13,\qquad \langle t^2\rangle=\int_0^\infty t^2\,\frac{e^{-t/\tau}}{\tau}\,dt=2\tau^2 .
$$

The first term of $\Delta K$ averages to zero. Its root-mean-square value is

$$
eE\,v_F\sqrt{\langle t^2\rangle\langle\cos^2\theta\rangle}=eE\,v_F\tau\sqrt{\frac23}=\sqrt{\frac23}\,W,
$$

which is 5.4 µeV. The mean gain comes from the second term:

$$
\langle\Delta K\rangle=\frac{(eE)^2\,2\tau^2}{2m}=\frac{(eE\tau)^2}{m}=mv_d^2 .
$$

The last step uses $eE\tau=mv_d$. The result is $3.1\times10^{-12}$ eV, about two million times less than $W$. The coefficient depends on the collision law: it is 1 when the free time does not depend on speed, as assumed here, and $2/3$ for an electron starting at $v_F$ when the mean free path is fixed instead. The order of magnitude is the same.

In the model with a speed-independent free time, this small mean accounts for the whole of the Joule heat. Each electron is counted as making $1/\tau$ flights per unit time, so the power per unit volume is

$$
\frac n\tau\,mv_d^2=n\left(\frac{mv_d}{\tau}\right)v_d=n\,eE\,v_d=JE=\rho J^2 .
$$

For the present numbers $\rho J^2=1.7\times10^6$ W/cm³. In this bookkeeping the heat is large because there are many electrons and many collisions, not because a single flight brings in much energy. The occupation found in the next section gives the same power in another way: an excess of only about $3.5\times10^{-7}$ of the electrons moves along the force, and each of them gains an energy of order $W$ per flight.

## What the comparison with thermal energy means

Electrons in copper have energies of several electronvolts, so $k_BT$ is not their typical kinetic energy. It sets the scale of the energy width over which the occupation of states falls from nearly one to nearly zero: the fall from 90% to 10% takes $2\ln 9\approx4.4$ times $k_BT$. With chemical potential $\mu$,

$$
f_0(\varepsilon)=\frac{1}{e^{(\varepsilon-\mu)/k_BT}+1}.
$$

The effect of the field on the occupation follows from tracing electrons back to their last collision. Assume that collisions restore $f_0$ at the lattice temperature. An electron now at energy $\varepsilon$, moving at angle $\theta$, last collided a distance $s\lambda$ back along its path. The number $s$ has the probability density $e^{-s}$. The electron has since gained $sW\cos\theta$, so it started at $\varepsilon-sW\cos\theta$, and

$$
f(\varepsilon,\theta)=\int_0^\infty e^{-s}f_0(\varepsilon-sW\cos\theta)\,ds .
$$

When $W\ll k_BT$, $f_0$ can be expanded to first order in $W$. Since $\int_0^\infty se^{-s}ds=1$,

$$
f-f_0\simeq W\cos\theta\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
=\frac{W\cos\theta}{k_BT}\,f_0(1-f_0).
$$

The product $f_0(1-f_0)$ is largest at $f_0=1/2$, where it equals $1/4$. The greatest change of occupation is therefore $W/(4k_BT)=6.4\times10^{-5}$. A numerical evaluation of the integral over $s$, without the expansion, gives the same value to the digits shown. The current rests on a very slight imbalance between electrons moving with and against the force.

The same distribution returns the resistivity. The current density is $e$ times the particle flow along the force. The unperturbed part $f_0$ carries none, so

$$
\begin{aligned}
J&=\frac{2e}{(2\pi)^3}\int v\cos\theta\,(f-f_0)\,d^3k\\
&=\frac{eW}{4\pi^3}\,\frac{4\pi}{3}\int_0^\infty k^2v\left(-\frac{\partial f_0}{\partial\varepsilon}\right)dk .
\end{aligned}
$$

The factor $4\pi/3$ is the integral of $\cos^2\theta$ over all directions. Because $d\varepsilon=\hbar v\,dk$, the remaining integral is $1/\hbar$ times the average of $k^2$ over the narrow peak of $-\partial f_0/\partial\varepsilon$, which is very nearly $k_F^2/\hbar$. Thus

$$
J=\frac{eWk_F^2}{3\pi^2\hbar},\qquad
W=\frac{3\pi^2\hbar J}{ek_F^2}=\frac{\hbar k_FJ}{ne}=p_Fv_d ,
$$

where $3\pi^2=k_F^3/n$ was used. Numerical integration over the thermally smeared Fermi surface at 300 K gives 6.57 µeV, equal to $p_Fv_d$ to the digits shown.

**The limit of very low temperature.** If $T$ fell so far that $k_BT$ was no longer large compared with $W$, the expansion of $f_0$ would fail. At the present $W$ this happens near $300\ \text{K}/3900\approx0.08$ K. This is a limit of the model and not an operating point: at this current, Joule heating would keep the electrons of a real line well above that temperature. Ohm's law would not fail in this model for that reason alone. For any shift $a$, the area between $f_0(\varepsilon-a)$ and $f_0(\varepsilon)$ is $a$, whatever the temperature. The integral of $f-f_0$ over energy therefore remains $W\cos\theta$, and the current remains proportional to $W$ as long as $W\ll E_F$ and $\lambda$ does not vary over the energies involved. The condition $W\ll k_BT$ says that the occupation of each state is barely changed, which is a stronger statement than a linear current.

## Can small gains build up?

A small gain per flight does not by itself rule out hot electrons. A collision may change an electron's direction and remove little of its energy, so gains can accumulate over several flights. The energy balance decides the matter. Let $G$ be the power per unit volume that passes from the electrons to the lattice for each kelvin of temperature difference. In the steady state,

$$
\rho J^2=G\,(T_e-T_{\text{lattice}}).
$$

With a rough value $G=10^{11}$ W/(cm³ K),

$$
T_e-T_{\text{lattice}}=\frac{1.7\times10^6}{10^{11}}\ \text{K}=1.7\times10^{-5}\ \text{K}.
$$

Even if $G$ were wrong by a factor of ten, the electrons would remain at the lattice temperature for this purpose, and $f_0$ was a sound starting point.

The lattice itself warms more, because in a long line most of the heat must leave through the insulator. A line only a few micrometres long with cold ends also loses much of its heat through them and stays cooler. Consider a line 100 nm wide and 100 nm high above 1000 nm of a poor insulator with thermal conductivity $\kappa=0.3$ W/(m K), or 0.003 W/(cm K). If all the heat flows straight down, the flux is the power density times the line height, $1.7\times10^6\times10^{-5}=17$ W/cm², and

$$
\Delta T=\frac{(17\ \text{W/cm}^2)(10^{-4}\ \text{cm})}{0.003\ \text{W/(cm K)}}=0.57\ \text{K}.
$$

For a lone line the heat also spreads sideways. A two-dimensional calculation on a 25 nm grid gives about 0.07 K. In it the insulating layer lies only below the line and extends 3000 nm to each side, so no heat leaves through the sides or top of the line. A line buried in the insulator loses heat through all four faces and warms by about half as much, 0.03 to 0.04 K. These figures use the bulk resistivity. Wall and grain-boundary scattering in a 100 nm line can raise the resistivity, and with it the heating, by roughly 30 to 60%. None of these values matters beside 300 K. Other heated lines nearby would add to the rise.

## How the result scales

In the free-electron model at fixed electron density,

$$
\frac{W}{k_BT}=\frac{p_FJ}{ne\,k_BT}\propto\frac JT .
$$

Ten times the current density gives ten times the energy, 66 µeV, still about 390 times below $k_BT$ at 300 K. Cooling to 30 K at the original current density gives the same ratio by lowering $k_BT$. This holds for bulk metal. In a cold narrow line the bulk $\lambda$ may exceed the line width, and the walls then set the field at a given current. For a 100 nm square line with diffusely scattering walls and a bulk path of 390 nm, the field is about five times the bulk value. An electron that flies a full bulk path along the axis then gains an energy about 80, not 390, times below $k_BT$. For the bulk path of roughly 10 µm in very pure copper at 30 K, such a rare axial flight could gain a sizable fraction of $k_BT$.

At the original field, an electron would need a free path of $3900\times39$ nm, about 152 µm, along the force to gain $k_BT$. With exponentially distributed paths, the chance of one so long is $e^{-3900}$. If instead $\rho$, $\lambda$ and $T$ were held fixed, $W$ would reach $k_BT$ at about 3900 MA/cm².

That current density is an extrapolation and not an operating point, because heating grows as $J^2$. Even the lone line's 0.07 K would become about a million kelvin, so no such steady state exists. With the same fixed resistivity, a rise of 100 K is reached at $\sqrt{100/0.57}\approx13$ MA/cm² for straight-down flow, and at $\sqrt{100/0.07}\approx38$ MA/cm² for the lone line. At the higher of these, $W$ is about 0.25 meV, still some hundred times below the room-temperature $k_BT$. A buried lone line reaches the same rise at about 52 to 56 MA/cm², where $W$ is about 0.35 meV, some seventy times below. The increase of resistivity with temperature lowers all these currents by about 15%. In this geometry, heating of the line sets in long before the gain per flight becomes comparable with thermal energy.

## Real copper lines

The resistivity and mean free path used here are typical of bulk copper near room temperature, and 1 MA/cm² is a realistic order of magnitude for a heavily loaded interconnect. The assumption that narrow lines break most clearly is that of bulk resistivity. When the width is comparable with 39 nm, surfaces and grain boundaries add scattering, and the resistivity can be roughly two to three times the bulk value, and higher still in narrower lines. A deliberately pessimistic estimate triples $\rho$ at the same current density but leaves $\lambda$ at 39 nm, although the added scattering would shorten it. This gives $W=20\ \mu$eV, still 1300 times below $k_BT$. Copper's Fermi surface is also not a perfect sphere, so $\lambda$ varies with direction. A path twice as long would double $W$ and leave a factor of nearly two thousand. These corrections change the figure of 7 µeV but not the conclusion about thermal energy. The conclusion does not show that a line is safe from electromigration, which depends on the momentum that electrons pass to the atoms and needs a separate estimate. The values used here are collected in the numerical output below.

## Computed values

```
temperature: 300 K
resistivity (rough): 1.70 microohm cm
current density: 1.00 MA/cm^2
mean free path: 39.0 nm
electron density (rough): 8.50e+22 cm^-3
electric field: 1.70 V/cm
gain W along the force: 6.63 microeV
gain W along the force: 1.06e-24 J
thermal energy k_B T: 25.85 meV
k_B T / W: 3899 (no unit)
W / k_B T: 2.56e-04 (no unit)
Fermi wavenumber: 13.60 nm^-1
Fermi energy, free electrons: 7.05 eV
Fermi speed: 1.57e+08 cm/s
drift speed: 73.4 cm/s
drift speed / Fermi speed: 4.7e-07 (no unit)
mean free time: 24.6 fs
free-electron mean free path: 38.7 nm
p_F v_d: 6.57 microeV
W from Fermi-surface integral: 6.57 microeV
rms gain per free flight: 5.37 microeV
mean gain per free flight: 3.07e-12 eV
peak change of occupation: 6.41e-05 (no unit)
free path needed to gain k_B T: 152 micrometre
current density for W = k_B T: 3899 MA/cm^2
Joule power density: 1.70e+06 W/cm^3
electron-phonon coupling (rough): 1.0e+11 W/(cm^3 K)
electrons above lattice: 1.7e-05 K
line width: 100 nm
line height: 100 nm
insulator thickness: 1000 nm
insulator conductivity (rough): 0.3 W/(m K)
line heating, straight-down flow: 0.57 K
line heating, lone line, 25 nm grid: 0.07 K
narrow-line resistivity factor: 3.0 (no unit)
narrow-line gain, path unshortened: 19.9 microeV
k_B T / narrow-line gain: 1300 (no unit)
```
